# From the Hartree-Fock pair density to the closed-shell LYP functional

## First half: the pair density as a kinetic energy density

### One doubly occupied Gaussian orbital

Put two electrons of opposite spin in the orbital $\varphi(\mathbf r)\propto e^{-\alpha r^2}$. Hartree atomic units are used throughout. The density is $\rho=2\varphi^2=\rho_0e^{-2\alpha r^2}$. There is one pair of electrons, and its probability density is

$$\rho_2(\mathbf r_1,\mathbf r_2)=\varphi(\mathbf r_1)^2\varphi(\mathbf r_2)^2=\tfrac14\rho(\mathbf r_1)\rho(\mathbf r_2).$$

Place the electrons symmetrically about a midpoint $\mathbf r$, at $\mathbf r\mp\mathbf s/2$. The terms linear in $\mathbf s$ cancel in the sum of squares, $|\mathbf r-\mathbf s/2|^2+|\mathbf r+\mathbf s/2|^2=2r^2+s^2/2$, so that

$$\rho_2(\mathbf r-\tfrac{\mathbf s}2,\mathbf r+\tfrac{\mathbf s}2)=\tfrac14\rho(\mathbf r)^2e^{-\alpha s^2}.$$

Since $e^{-\alpha s^2}=1-\alpha s^2+\dots$ and $\nabla_s^2s^2=6$, the Laplacian at coalescence is

$$[\nabla_s^2\rho_2]_{s=0}=-\tfrac32\alpha\,\rho^2 .$$

Now look at the kinetic energy of the same two electrons. It has two common local forms:

$$\tau=|\nabla\varphi|^2=2\alpha^2r^2\rho,\qquad t_L=-\varphi\nabla^2\varphi=(3\alpha-2\alpha^2r^2)\rho .$$

Each includes the factor $2\times\frac12$ from two electrons and the kinetic operator. Their average is $\frac32\alpha\rho$. The pair Laplacian is therefore $-\rho$ times the averaged kinetic energy density. A narrow orbital has a high kinetic energy, and for the same reason its pair density falls quickly as the electrons separate.

With several orbitals the antisymmetry of parallel spins adds a second contribution, which is never negative. The rest of this half finds it.

### The starting formula and its conventions

Consider $N$ electrons in real, orthonormal orbitals $\varphi_i$, each doubly occupied. Define

$$\rho=2\sum_i\varphi_i^2,\qquad \tau=\sum_i|\nabla\varphi_i|^2,$$

$$t_{HF}=\tau-\tfrac18\nabla^2\rho,\qquad t_W=\frac{|\nabla\rho|^2}{8\rho}-\tfrac18\nabla^2\rho .$$

The Laplacian terms belong to the definitions. To see what they do, differentiate the density twice:

$$\nabla^2\rho=4\sum_i\varphi_i\nabla^2\varphi_i+4\tau .$$

Hence $t_L=-\sum_i\varphi_i\nabla^2\varphi_i=\tau-\frac14\nabla^2\rho$, and $t_{HF}$ is the average of $\tau$ and $t_L$. All three integrate to the same kinetic energy, because $\int\nabla^2\rho\,d\mathbf r=0$ for a bound density.

The quantity $t_W$ is what $t_{HF}$ becomes when the whole density sits in one orbital $\varphi=\sqrt{\rho/2}$. In that case $\nabla\varphi=\nabla\rho/\sqrt{8\rho}$ and $\tau=|\nabla\rho|^2/(8\rho)$.

The Colle-Salvetti correlation energy is taken here as the premise:

$$E_c=-4a\int\frac{\rho_2(\mathbf r,\mathbf r)}{\rho}\;\frac{1+b\rho^{-8/3}[\nabla_s^2\rho_2]_{s=0}\,e^{-c\rho^{-1/3}}}{1+d\rho^{-1/3}}\,d\mathbf r .$$

Its published constants are $a=0.04918$, $b=0.132$, $c=0.2533$ and $d=0.349$. Two conventions fix the factors below. The pair density integrates to the number of pairs, $N(N-1)/2$. The Laplacian acts on $\mathbf s=\mathbf r_2-\mathbf r_1$ with the midpoint held fixed; moving one electron with the other held in place would give a different quantity.

### The pair density of a closed shell

Expand the $N$-electron Slater determinant along the coordinates of electrons 1 and 2. The result is a sum over pairs $P<Q$ of occupied spin orbitals. Each term is a normalized two-electron determinant times a determinant of the remaining orbitals for the remaining electrons. Remainders that belong to different pairs are orthogonal, so integrating over electrons 3 to $N$ removes the cross terms. With the normalization above and a sum over both spins,

$$\rho_2=\sum_{P<Q}\sum_{\rm spins}\tfrac12\left[\chi_P(1)\chi_Q(2)-\chi_Q(1)\chi_P(2)\right]^2 .$$

The terms with $P=Q$ vanish, so the sum may run over all $P$ and $Q$ with an additional factor $\frac12$. The square contains two direct products, equal after relabelling, and an exchange product with coefficient $-2$. This gives

$$\rho_2=\tfrac12\Big[\sum_{PQ}\sum_{\rm spins}\chi_P(1)^2\chi_Q(2)^2-\sum_{PQ}\sum_{\rm spins}\chi_P(1)\chi_P(2)\chi_Q(1)\chi_Q(2)\Big].$$

The first sum is $\rho(\mathbf r_1)\rho(\mathbf r_2)$. In the second, $\chi_P$ and $\chi_Q$ must have the same spin, and there are two spins to choose from. With the density matrix $\gamma(\mathbf r_1,\mathbf r_2)=2\sum_i\varphi_i(\mathbf r_1)\varphi_i(\mathbf r_2)$ the second sum equals $2(\gamma/2)^2=\gamma^2/2$. Therefore

$$\rho_2(\mathbf r_1,\mathbf r_2)=\tfrac12\left[\rho(\mathbf r_1)\rho(\mathbf r_2)-\tfrac12\gamma(\mathbf r_1,\mathbf r_2)^2\right].$$

At coalescence $\gamma=\rho$ and $\rho_2(\mathbf r,\mathbf r)=\rho^2/4$. This value comes from opposite spins alone, since electrons of parallel spin do not meet.

### The Laplacian

For any two smooth functions, each derivative with respect to $\mathbf s$ brings a factor $-\frac12$ on $f(\mathbf r-\mathbf s/2)$ and $+\frac12$ on $g(\mathbf r+\mathbf s/2)$. Hence

$$\left[\nabla_s^2\,f(\mathbf r-\tfrac{\mathbf s}2)\,g(\mathbf r+\tfrac{\mathbf s}2)\right]_{s=0}=\tfrac14g\nabla^2f+\tfrac14f\nabla^2g-\tfrac12\nabla f\cdot\nabla g .$$

With $f=g=\rho$ this is

$$[\nabla_s^2(\rho\rho)]_{s=0}=\tfrac12\left(\rho\nabla^2\rho-|\nabla\rho|^2\right).$$

With $f=g=\varphi_i$, multiplied by 2 and summed,

$$[\nabla_s^2\gamma]_{s=0}=\sum_i\left(\varphi_i\nabla^2\varphi_i-|\nabla\varphi_i|^2\right)=\left(\tfrac14\nabla^2\rho-\tau\right)-\tau=-2t_{HF}.$$

The average form of the kinetic energy density thus follows from the symmetric placement of the electrons.

For real orbitals $\gamma$ is unchanged when its arguments are exchanged, so it is even in $\mathbf s$ and its gradient vanishes at $\mathbf s=0$. In $\nabla_s^2\gamma^2=2\gamma\nabla_s^2\gamma+2|\nabla_s\gamma|^2$ the last term drops, which leaves $[\nabla_s^2\gamma^2]_{s=0}=-4\rho\,t_{HF}$.

The direct part can also be written with $t_W$. From its definition,

$$-\rho\,t_W=\tfrac18\left(\rho\nabla^2\rho-|\nabla\rho|^2\right),$$

so $[\nabla_s^2(\rho\rho)]_{s=0}=-4\rho\,t_W$. Inserting both parts,

$$[\nabla_s^2\rho_2]_{s=0}=\tfrac12\left[-4\rho\,t_W-\tfrac12(-4\rho\,t_{HF})\right]=\rho\,(t_{HF}-2t_W).$$

This is an identity for any closed-shell determinant of real orbitals, with no assumption of slow variation.

### Which spins contribute what

Opposite spins have the pair density $\frac14\rho(\mathbf r_1)\rho(\mathbf r_2)$, with Laplacian $-\rho\,t_W$. Parallel spins supply the rest,

$$\rho(t_{HF}-t_W)=\rho\left(\tau-\frac{|\nabla\rho|^2}{8\rho}\right).$$

The parallel-spin pair density is nonnegative and vanishes at $\mathbf s=0$. It has a minimum there, so this contribution cannot be negative. It measures how steeply the Fermi hole opens.

For one orbital there are no parallel pairs, $t_{HF}=t_W$, and the total is $-\rho\,t_W$. The Gaussian example has $t_W=\frac32\alpha\rho$ and gives back $-\frac32\alpha\rho^2$. In a uniform gas $t_W=0$, and the positive contribution of the Fermi hole is all that remains.

### The energy in kinetic form

Insert $\rho_2(\mathbf r,\mathbf r)=\rho^2/4$ in the premise. The prefactor becomes $-4a\cdot\rho/4=-a\rho$. In the second term the powers of the density combine as $\rho\cdot\rho^{-8/3}\cdot\rho=\rho^{-2/3}$. The result is

$$E_c=-a\int\frac{\rho+b\rho^{-2/3}(t_{HF}-2t_W)e^{-c\rho^{-1/3}}}{1+d\rho^{-1/3}}\,d\mathbf r .$$

For Hartree-Fock orbitals this is still the Colle-Salvetti energy, rewritten.

A point in the neon atom shows the sizes. At 0.5 bohr from the nucleus, restricted Hartree-Fock orbitals in the cc-pVTZ basis give, in atomic units, $\rho=2.2802$, $|\nabla\rho|=5.8245$, $\nabla^2\rho=-12.011$ and $\tau=10.1003$. Then

$$t_{HF}=10.1003+\frac{12.011}8=11.602,\qquad t_W=\frac{5.8245^2}{8\times2.2802}+\frac{12.011}8=3.361,$$

and the pair Laplacian is $2.2802\times(11.602-6.722)=11.13$. It is positive here, because the Fermi hole outweighs the decay of the opposite-spin pair density. These numbers belong to the cc-pVTZ basis. The Laplacian of the density converges slowly: near the basis limit $\nabla^2\rho\approx-15.3$ at this point and the pair Laplacian is about 10.3, while $\rho$, $|\nabla\rho|$ and $\tau$ change by less than 0.5%.

### A local form of the Bloch operator

The formula still needs the orbitals, through $t_{HF}$. The LYP step replaces $t_{HF}$ by an expression in the density and its derivatives, obtained for particles in a slowly varying local potential $v(\mathbf r)$.

Let $H=-\frac12\nabla^2+v$ and let $C(\beta)=\langle\mathbf r|e^{-\beta H}|\mathbf r\rangle$ be the diagonal Bloch kernel. Plane waves form a complete set, so

$$C(\beta)=\int\frac{d\mathbf k}{(2\pi)^3}\,u,\qquad u=e^{-i\mathbf k\cdot\mathbf r}e^{-\beta H}e^{i\mathbf k\cdot\mathbf r}.$$

Differentiate with respect to $\beta$ and move the plane wave through the Laplacian:

$$\partial_\beta u=-\left(\tfrac12k^2+v\right)u+i\mathbf k\cdot\nabla u+\tfrac12\nabla^2u .$$

If gradients are ignored, $u=e^{-\beta(k^2/2+v)}$. Write $u=e^{-\beta(k^2/2+v)}w$, with $w=1$ at $\beta=0$. A gradient that passes the exponential becomes $\nabla-\beta\nabla v$, so

$$\partial_\beta w=i\mathbf k\cdot(\nabla-\beta\nabla v)w+\tfrac12(\nabla-\beta\nabla v)^2w .$$

Set $w=1+w_1+w_2+\dots$, where the index counts the gradients that act on $v$, not the powers of $v$. The first order is

$$\partial_\beta w_1=-i\beta\,\mathbf k\cdot\nabla v\quad\Rightarrow\quad w_1=-\tfrac i2\beta^2\,\mathbf k\cdot\nabla v .$$

In second order the first operator acts on $w_1$ and the second on 1:

$$\partial_\beta w_2=\tfrac12\beta^2(\mathbf k\cdot\nabla)^2v-\tfrac12\beta^3(\mathbf k\cdot\nabla v)^2-\tfrac12\beta\nabla^2v+\tfrac12\beta^2|\nabla v|^2 .$$

Integrating from 0 to $\beta$,

$$w_2=\tfrac16\beta^3(\mathbf k\cdot\nabla)^2v-\tfrac18\beta^4(\mathbf k\cdot\nabla v)^2-\tfrac14\beta^2\nabla^2v+\tfrac16\beta^3|\nabla v|^2 .$$

The integral over $\mathbf k$ has the weight $e^{-\beta k^2/2}$. Its norm is $(2\pi\beta)^{-3/2}$, odd powers of $\mathbf k$ vanish, and the average of $k_ik_j$ is $\delta_{ij}/\beta$. The coefficient of $\beta^2\nabla^2v$ becomes $\frac16-\frac14=-\frac1{12}$. That of $\beta^3|\nabla v|^2$ becomes $-\frac18+\frac16=\frac1{24}$. Hence

$$C(\beta)=\frac{e^{-\beta v}}{(2\pi\beta)^{3/2}}\left[1-\frac{\beta^2}{12}\nabla^2v+\frac{\beta^3}{24}|\nabla v|^2+\dots\right].$$

## Second half: the gradient expansion and the LYP formula

### What is carried over

The density of the closed shell is $\rho$, and $\tau=\sum_i|\nabla\varphi_i|^2$ is its positive kinetic energy density. The other kinetic quantities are $t_L=-\sum_i\varphi_i\nabla^2\varphi_i$, $t_{HF}=\tau-\frac18\nabla^2\rho=t_L+\frac18\nabla^2\rho$ and $t_W=|\nabla\rho|^2/(8\rho)-\frac18\nabla^2\rho$. With $x=\rho^{-1/3}$ and the constants $a$, $b$, $c$, $d$ given above, the Colle-Salvetti energy is

$$E_c=-a\int\left[\frac{\rho}{1+dx}+G\,(t_{HF}-2t_W)\right]d\mathbf r,\qquad G(\rho)=\frac{b\,x^2e^{-cx}}{1+dx}.$$

The Bloch kernel $C(\beta)$ of a particle in a local potential $v$ is known to second order in gradients, as written at the end of the first half.

### Density and kinetic energy at a given Fermi level

Fill every state below the Fermi level $\mu$ with two electrons. For a state of energy $\varepsilon$, Laplace transformation from $\mu$ to $\beta$ gives

$$\int_\varepsilon^\infty e^{-\beta\mu}d\mu=\frac{e^{-\beta\varepsilon}}\beta,\qquad \int_\varepsilon^\infty(\mu-\varepsilon)e^{-\beta\mu}d\mu=\frac{e^{-\beta\varepsilon}}{\beta^2}.$$

So $2C/\beta$ is the transform of $\rho$, and $2C/\beta^2$ is the transform of $Q=2\sum_i(\mu-\varepsilon_i)\varphi_i^2$. The orbital equation reads $-\frac12\nabla^2\varphi_i=(\varepsilon_i-v)\varphi_i$. With $p=\mu-v$, the local kinetic energy at the Fermi level, it follows that

$$t_L=2\sum_i(\varepsilon_i-v)\varphi_i^2=p\rho-Q .$$

To invert the transforms, use

$$\beta^{-n}e^{-\beta v}\;\leftrightarrow\;\frac{p^{\,n-1}}{\Gamma(n)},\qquad p>0 .$$

For $n>0$ this is the integral that defines the gamma function. The case $n=-\frac12$ follows from $n=\frac12$, since a factor $\beta$ corresponds to a derivative with respect to $\mu$. This holds away from the classical turning surface $p=0$, where the expansion is singular.

The three terms of $C/\beta$ have $n=\frac52,\frac12,-\frac12$, and those of $C/\beta^2$ have $n=\frac72,\frac32,\frac12$. The gamma functions at $\frac72,\frac52,\frac32,\frac12,-\frac12$ are $\sqrt\pi$ times $\frac{15}8,\frac34,\frac12,1,-2$. Replace $\nabla v$ by $-\nabla p$, and collect the common factor $A=2(2\pi)^{-3/2}\pi^{-1/2}=1/(\sqrt2\,\pi^2)$:

$$\rho=A\left[\tfrac43p^{3/2}+\frac{\nabla^2p}{12p^{1/2}}-\frac{|\nabla p|^2}{48p^{3/2}}\right],$$

$$Q=A\left[\tfrac8{15}p^{5/2}+\tfrac16p^{1/2}\nabla^2p+\frac{|\nabla p|^2}{24p^{1/2}}\right].$$

The difference $p\rho-Q$ is

$$t_L=A\left[\tfrac45p^{5/2}-\tfrac1{12}p^{1/2}\nabla^2p-\frac{|\nabla p|^2}{16p^{1/2}}\right].$$

### Eliminating the potential

In leading order $\rho=\frac43Ap^{3/2}$, which is the same as $p=\frac12(3\pi^2\rho)^{2/3}$. With $C_F=\frac3{10}(3\pi^2)^{2/3}=2.8712$ this gives $C_F\rho^{5/3}=\frac35p\rho=\frac45Ap^{5/2}$, the leading term of $t_L$.

The second-order part of $\rho$ also changes $C_F\rho^{5/3}$. The derivative is $\frac53C_F\rho^{2/3}=p$, so the change is $p$ times that part:

$$C_F\rho^{5/3}=A\left[\tfrac45p^{5/2}+\tfrac1{12}p^{1/2}\nabla^2p-\frac{|\nabla p|^2}{48p^{1/2}}\right].$$

Subtract this from $t_L$:

$$t_L-C_F\rho^{5/3}=A\left[-\tfrac16p^{1/2}\nabla^2p-\frac{|\nabla p|^2}{24p^{1/2}}\right].$$

The right side is already of second order, so the leading relation between $p$ and $\rho$ is enough to convert it. From $\nabla\rho=2Ap^{1/2}\nabla p$,

$$\frac{|\nabla\rho|^2}\rho=\frac{3A|\nabla p|^2}{p^{1/2}},\qquad \nabla^2\rho=2Ap^{1/2}\nabla^2p+\frac{A|\nabla p|^2}{p^{1/2}} .$$

Solving for the two combinations that are needed,

$$\frac{A|\nabla p|^2}{p^{1/2}}=\frac{|\nabla\rho|^2}{3\rho},\qquad Ap^{1/2}\nabla^2p=\tfrac12\nabla^2\rho-\frac{|\nabla\rho|^2}{6\rho}.$$

The coefficient of $|\nabla\rho|^2/\rho$ is $\frac1{36}-\frac1{72}=\frac1{72}$, and that of $\nabla^2\rho$ is $-\frac1{12}$. Adding $\frac18\nabla^2\rho$ turns $t_L$ into $t_{HF}$:

$$t_{HF}\approx C_F\rho^{5/3}+\frac{|\nabla\rho|^2}{72\rho}+\tfrac1{24}\nabla^2\rho .$$

Finally $|\nabla\rho|^2/(72\rho)=\frac19t_W+\frac1{72}\nabla^2\rho$, and $\frac1{72}+\frac1{24}=\frac1{18}$, so

$$t_{HF}\approx C_F\rho^{5/3}+\tfrac19t_W+\tfrac1{18}\nabla^2\rho .$$

The neglected terms can be measured in a Fermi gas with $v=0.15\cos(qz)$ hartree and $\mu=0.5$ hartree. Its states were computed by diagonalization in plane waves. The largest error of the expansion, relative to the largest second-order term, is 0.54% for $q=0.2$ bohr$^{-1}$ and 0.13% for $q=0.1$ bohr$^{-1}$. A fourfold fall for half the wave number is what the next order, with two more gradients, should give. A least-squares fit of both coefficients at $q=0.1$ bohr$^{-1}$ returns 0.01395 and 0.04164, against $1/72=0.01389$ and $1/24=0.04167$.

### The LYP formula

Inserting the expansion in the Colle-Salvetti energy gives the closed-shell LYP functional:

$$E_c=-a\int\frac{\rho+b\rho^{-2/3}\left[C_F\rho^{5/3}-2t_W+\frac19t_W+\frac1{18}\nabla^2\rho\right]e^{-c\rho^{-1/3}}}{1+d\rho^{-1/3}}\,d\mathbf r .$$

The orbital-dependent $t_{HF}$ has been replaced, while $-2t_W$ was a density functional from the start and is kept unexpanded. There are two approximations in this step. Slow variation is assumed, and a relation derived for a local potential is applied to Hartree-Fock orbitals, whose exchange operator is nonlocal.

At the neon point used earlier, $C_F\rho^{5/3}=11.342$, and the expansion gives

$$t_{HF}\approx11.342+\frac{3.361}9-\frac{12.011}{18}=11.048,$$

which is 4.8% below the orbital value 11.602. There $x=0.7598$, $1+dx=1.2652$ and $bx^2e^{-cx}=0.06286$. The two energy densities in hartree per cubic bohr are

$$\text{CS: }-0.04918\,\frac{2.2802+0.06286\times4.879}{1.2652}=-0.1006,$$

$$\text{LYP: }-0.04918\,\frac{2.2802+0.06286\times4.326}{1.2652}=-0.0992 .$$

Here 4.879 and 4.326 are $t_{HF}-2t_W$ with the orbital and the expanded $t_{HF}$, formed from unrounded values. The error of the expansion is 11% of the orbital bracket 4.879, and the kinetic term is 12% of the CS numerator, so the two energy densities differ by 1.3% of the CS value. Both percentages depend on the basis through $\nabla^2\rho$: near the basis limit the expanded $t_{HF}$ lies about 8.5% below the orbital value at this point, and the two energy densities differ by about 2.5%.

### Removing the Laplacian

Collect the bracket in powers of the derivatives, using $-2+\frac19=-\frac{17}9$:

$$C_F\rho^{5/3}-\frac{17}{72}\frac{|\nabla\rho|^2}\rho+\frac7{24}\nabla^2\rho ,$$

where $\frac7{24}=\frac{17}{72}+\frac1{18}$. Integration by parts gives $\int G\nabla^2\rho\,d\mathbf r=-\int G'|\nabla\rho|^2d\mathbf r$. The surface term at infinity vanishes. At low density $G\approx(b/d)\,\rho^{-1/3}e^{-cx}$, so for an exponentially decaying density $G|\nabla\rho|$ falls at least as fast as $\rho^{2/3}$, and the factor $e^{-cx}$ makes it fall faster still. On a small sphere around a nucleus $G$ and $\nabla\rho$ stay finite while the area goes to zero.

For the derivative of $G$, use $dx/d\rho=-x/(3\rho)$:

$$\frac{G'}G=\frac{\delta-2}{3\rho},\qquad \delta=cx+\frac{dx}{1+dx}.$$

The coefficient of $G|\nabla\rho|^2/\rho$ is now $-\frac{17}{72}-\frac7{72}(\delta-2)=-\frac{3+7\delta}{72}$. With $\sigma=|\nabla\rho|^2$ the energy is $E_c=\int e\,d\mathbf r$, where

$$e(\rho,\sigma)=-a\left\{\frac\rho{1+dx}+G\left[C_F\rho^{5/3}-\frac{(3+7\delta)\,\sigma}{72\rho}\right]\right\}.$$

This form has the same integral as the one with the Laplacian but in general a different local value. Energy densities from the two forms should not be compared locally.

The sign of the gradient term is now plain: inhomogeneity raises $e$. It can even make $e$ positive: on restricted Hartree-Fock densities in the cc-pVTZ basis, $e$ is positive between about $r=1.5$ and $3.4$ bohr in helium and between about $r=1.8$ and $3.8$ bohr in neon. For $\sigma=0$ the energy per electron is $-a(1+bC_Fe^{-cx})/(1+dx)$. It tends to $-a(1+bC_F)=-0.068$ hartree at high density and to $-a\rho^{1/3}/d$ at low density.

### Derivatives for a self-consistent calculation

Varying the density gives $\delta E_c=\int(e_\rho\,\delta\rho+2e_\sigma\nabla\rho\cdot\nabla\delta\rho)\,d\mathbf r$, where subscripts denote partial derivatives. The matrix element of the correlation potential between real basis functions is therefore

$$V_{mn}=\int\left[e_\rho\,\chi_m\chi_n+2e_\sigma\nabla\rho\cdot\nabla(\chi_m\chi_n)\right]d\mathbf r .$$

The derivative with respect to $\sigma$ is immediate:

$$e_\sigma=\frac{a\,G\,(3+7\delta)}{72\rho}.$$

For $e_\rho$ write $D=1+dx$. The first term of $e$ contributes $1/D+dx/(3D^2)$. In the second, $(G\rho^{5/3})'=G\rho^{2/3}[\frac13(\delta-2)+\frac53]=\frac13G\rho^{2/3}(3+\delta)$. In the third, $\rho\,\delta'=-\frac x3(c+d/D^2)$. Together,

$$e_\rho=-a\left\{\frac1D+\frac{dx}{3D^2}+\frac{GC_F\rho^{2/3}(3+\delta)}3-\frac{\sigma G}{216\rho^2}\left[(3+7\delta)(\delta-5)-7x\left(c+\frac d{D^2}\right)\right]\right\}.$$

### Where the expansion fails

Near a nucleus of charge $Z$ in an atom, an $s$ orbital must satisfy $\varphi'(0)=-Z\varphi(0)$, so that $-\varphi'/r$ cancels the singular potential term $-Z\varphi/r$. The density then starts as $\rho(0)(1-2Zr)$, and $\nabla^2\rho\approx-4Z\rho(0)/r$. The orbital $t_{HF}$ contains $-\frac18\nabla^2\rho$ and diverges as $+Z\rho(0)/(2r)$. The expansion contains $+\frac1{24}\nabla^2\rho$ and diverges as $-Z\rho(0)/(6r)$, with the wrong sign. Both are integrable. In the gradient form no $1/r$ term is left. Gaussian orbitals have no cusp, so in a basis such as cc-pVTZ these terms stay finite at the nucleus itself.

In the tail of a single orbital, $\rho\propto e^{-2\kappa r}$, the true value is $t_{HF}=t_W=\kappa\rho/(2r)$. With $\nabla^2\rho=(4\kappa^2-4\kappa/r)\rho$, the terms $\frac19t_W+\frac1{18}\nabla^2\rho$ sum to $\frac29\kappa^2\rho-\kappa\rho/(6r)$, while $C_F\rho^{5/3}$ decays faster than $\rho$. At large $r$ the expansion is therefore too large by the factor $\frac49\kappa r-\frac13$, which grows with $r$. In a real atom the tail carries an extra power of $r$, which changes the constant $-\frac13$ but not the growth as $\frac49\kappa r$. The weight $G$ suppresses this error only in the far tail. It is largest where $\delta=2$, which is at $x\approx5.3$ or $\rho\approx0.007$ bohr$^{-3}$, and it is cut off exponentially in $x$ at lower densities. A program should skip points of negligible density, because truncated basis functions can make $\sigma/\rho$ an undefined $0/0$.

### Three atoms

The total effect of the expansion is found by evaluating both energies on the same density. For restricted Hartree-Fock orbitals in the cc-pVTZ basis, radial quadrature on a logarithmic mesh gives, in hartree:

| Atom | CS | LYP |
|---|---|---|
| He | −0.0416 | −0.0438 |
| Be | −0.0927 | −0.0946 |
| Ne | −0.3757 | −0.3837 |

The LYP values are −1.19, −2.57 and −10.44 eV. Near the basis limit both neon energies rise by 0.0002 hartree, to $-0.3755$ and $-0.3835$, while those of helium and beryllium move by about $10^{-5}$ hartree. Relative to the Colle-Salvetti energy, the expansion increases the magnitude by 5% in helium and by 2% in beryllium and neon. Helium has one orbital, and there the true pair Laplacian is $-\rho\,t_W$, with no Fermi hole. The expansion replaces $t_{HF}=t_W$ by the form derived for a gas with many occupied orbitals, so its local error is $C_F\rho^{5/3}-\frac89t_W+\frac1{18}\nabla^2\rho$: a gas term is added, most of $t_W$ is removed, and a Laplacian term is added. Weighted with $-aG$ and integrated, the three parts change $E_c$ by $-0.0140$, $+0.0147$ and $-0.0029$ hartree. The first two nearly cancel, and the net $-0.0022$ hartree takes its sign from the Laplacian term.

The integrated kinetic energy is reproduced more closely. The expansion errs by +0.6% in helium, +0.5% in beryllium and −0.6% in neon, relative to the Hartree-Fock value. These signs do not predict the change in correlation energy: in neon the expanded kinetic energy is too small, yet the LYP energy is the more negative one. The change in $E_c$ is $-a\int G\,\Delta t\,d\mathbf r$, where $\Delta t$ is the local error of the expansion. The weight $G$ varies through the atom, so regions that nearly cancel in the kinetic energy need not cancel here.
